Orbital nuclear spin relaxation in Weyl semimetals and its Larmor logarithm

**The decision at small momentum transfer**

A calculation of 1/T1 from electron currents contains an integral over momentum transfer q. For Weyl electrons the question is whether the nuclear frequency ω0 may be set to zero before that integral is done. In the ideal model it may not: the integral diverges logarithmically at small q, and ω0 makes it finite. In a sample, scattering, screening or orbit bending may end the integral earlier. The choice of cutoff changes the absolute rate and its frequency dependence.

**Model and conventions**

Take g isotropic nodes with

H = χħv σ·k,  χ = ±1,

where σ acts on the two-component Weyl spinor. Energies ε and the chemical potential μ are measured from the node, f is the Fermi function, and the electron charge is −e. SI units are used. At first the electrons are independent and ballistic, the sample is unbounded, and a static magnetic field enters only through ω0. Internode scattering and on-site hyperfine terms are omitted.

For ħω0 ≪ k_BT the result is

1/(T1T) = K ∫dε (−∂f/∂ε) ε² ln(2|ε|/ħω0),

K = gγ²μ0²e²k_B/[12π³ħ(ħv)²],

where γ is the nuclear gyromagnetic ratio. The integral gives μ² or T² times a logarithm in its two limits.

**From the nuclear moment to the field operator**

The nucleus at the origin has moment m = ħγI and vector potential

A = (μ0/4π) m×r/r³.

Minimal coupling replaces ħk by p + eA, so for χ = 1 the perturbation is evσ·A. Since σ·(m×r) = −m·(σ×r), it equals −m·B with

B = (μ0ev/4π) σ×r/r³.

This is the field at the nucleus from an electron current −evσ at r. The opposite node is obtained by k → −k. Its current operator and q both change sign, so σ×q in the field is compensated and the noise is the same.

The Fourier transform of r/r³ points along q. If the field is kept only for r < R, its component along q is

−2πi ∫₀ᴿdr ∫₋₁¹du u sin(qru) = −4πi ∫₀ᴿdr j1(qr) = −4πi[1−j0(qR)]/q.

Here j0(x) = sin x/x and j1 = −dj0/dx. For R → ∞ the transform is −4πi q/q². Between plane-wave states in volume V, with q = k′−k and s = ⟨u′|σ|u⟩,

⟨k′|B|k⟩ = −iμ0ev s×q/(Vq²).

For s transverse to q this grows as 1/q at small q, which is the long range of the orbital coupling in momentum space.

**From field noise to T1**

Define S(ω) = ∫dt e^{iωt}⟨B_x(t)B_x(0)⟩. Summed over directions the noise is isotropic, and for ħω0 ≪ k_BT its values at ±ω0 agree to leading order. The coupling −ħγI·B gives the nuclear rates

W(m→m±1) = (γ²S/2)[I(I+1) − m(m±1)].

The difference between the upward and downward rates is −γ²Sm. Hence d⟨m⟩/dt = −γ²S⟨m⟩, apart from the small detailed-balance term that sets equilibrium polarization, and

1/T1 = γ²S(ω0)

for any spin I with equally spaced levels.

The electronic golden rule is

S = 2πħ Σ |⟨k′|B_x|k⟩|² f(ε)[1−f(ε′)] δ(ε′−ε−ħω0),

where the sum runs over initial and final states.

**The angular integral**

For χ = 1 let n be the direction of the spinor. Write each wave vector as kn, with k positive in the upper band and negative in the lower band. Then ε = ħvk in both bands. With c = n·n′ and κ = k′−k = ω0/v,

q² = k²+k′²−2kk′c.

The projector on the initial spinor is P = (1+n·σ)/2. From Σσ_iσ_i = 3 and Σσ_iσ_jσ_i = −σ_j, it follows that Σσ_iPσ_i = (3−n·σ)/2. Taking the trace with P′ = (1+n′·σ)/2 gives

|s|² = (3−c)/2.

The eigenvalue equations also give

s·q = ⟨u′|σ·k′−σ·k|u⟩ = κ⟨u′|u⟩,  |⟨u′|u⟩|² = (1+c)/2.

This is charge continuity: at fixed nonzero q, the longitudinal current vanishes in the elastic limit. Near q = |κ| it does not, so its term must be kept in the integral. Because |s×q|² = |s|²q²−|s·q|², the required integral is

F = ∫₋₁¹dc [(3−c)/(2q²) − κ²(1+c)/(2q⁴)].

Put a = (k²+k′²)/(2kk′), so that q² = 2kk′(a−c) and κ² = 2kk′(a−1). Also put

L = ∫₋₁¹dc/(a−c) = ln[(a+1)/(a−1)] = 2 ln|(k+k′)/(k′−k)|.

In the first term write 3−c = (3−a)+(a−c). It becomes

[(3−a)L+2]/(4kk′).

In the second write 1+c = (1+a)−(a−c) and use ∫₋₁¹dc/(a−c)² = 2/(a²−1). It becomes

(a−1)[2/(a−1)−L]/(4kk′) = [2−(a−1)L]/(4kk′).

Subtracting, the constants cancel and the coefficients of L add to 2:

F = L/(2kk′) = (1/kk′) ln|(k+k′)/(k′−k)|.

The signed k makes this valid for interband transitions too.

**Assembling the rate**

Isotropy gives one third of |B|² to B_x. The directions of the two wave vectors supply 4π·2π and the integral over c. For one node,

S = 2πħ (μ0ev)²/3 · 8π²/(2π)⁶ · 1/(ħv)² ∫dε k²k′²F f(1−f′)

 = μ0²e²/(12π³ħ) ∫dε kk′ ln|(ε+ε′)/ħω0| f(1−f′),

with f′ = f(ε′) and ε′ = ε+ħω0. At low frequency f(1−f′) → k_BT(−∂f/∂ε), kk′ → ε²/(ħv)² and |ε+ε′| → 2|ε|. The region |ε| ≲ ħω0, where the last replacements fail, is suppressed by ε². Multiplication by gγ²/T gives the stated result.

**Doped and nodal limits**

For k_BT ≪ |μ|, set Λ = ln(2|μ|/ħω0). The second derivative of ε²ln(2|ε|/ħω0) at μ is 2Λ+3. The Sommerfeld expansion therefore gives

1/(T1T) ≈ K[μ²Λ + (π²/3)(k_BT)²(Λ+3/2)].

The leading term is K μ² ln(2|μ|/ħω0).

At μ = 0 put x = ε/k_BT and define

M(p) = ∫dx |x|ᵖ/[4cosh²(x/2)].

Expanding the integrand in powers of e^{−x} for x > 0 and integrating term by term gives

M(p) = 2Γ(p+1)(1−2^{1−p})ζ(p).

Thus M(2) = π²/3. The average of ln|x| with weight x² is the logarithmic derivative

c0 = M′(2)/M(2) = 3/2−γ_E+ln 2+ζ′(2)/ζ(2) ≈ 1.046,

where γ_E is Euler's constant. Hence

1/(T1T) = K(π²/3)(k_BT)²[ln(2k_BT/ħω0)+c0].

The relaxation rate 1/T1 has one more power of T in each limit.

**Where the logarithm comes from**

In the elastic limit q² = 2k²(1−c), so dc can be replaced by q dq/k² with positive limits. With the field cut at R,

k²F = ∫₀^{2k}(dq/q)(1+q²/4k²)[1−j0(qR)]².

Without the cut, each decade of q well inside the range from ω0/v to k contributes about ln 10. With it, the integrand falls as q³ below 1/R, so the integral converges at ω0 = 0 and grows as ln(kR).

Gauss–Legendre quadrature in ln q, using spin projection matrices, gives kk′F = 2.88 for R = 10/k and 5.18 for R = 100/k at ħω0/ε = 10⁻⁵. The difference, 2.30, agrees with ln 10 to this accuracy. Raising the frequency tenfold leaves the second value at 5.18. Without the cut, the same change lowers kk′F from 12.21 to 9.90.

For a contact field proportional to σ, the squared matrix element lacks the factor 1/q². Its energy integral contains ε⁴ instead:

∫dε(−∂f/∂ε)ε⁴ = μ⁴+2π²μ²(k_BT)²+7π⁴(k_BT)⁴/15.

The orbital term therefore wins when both |μ| and k_BT are small enough. The energy scale below which it does so depends on the contact constant.

**Using a transverse conductivity**

The same noise can be written with the transverse conductivity σ_T(q,ω0). Each transverse current component has noise 2k_BT Re σ_T per unit volume, and the magnitude of its magnetic field in q space is μ0/q times that of the current. Two polarizations and the factor one third give

S = (1/3)∫d³q/(2π)³ · 2 · μ0²(2k_BT Re σ_T)/q²

 = (2μ0²k_BT/3π²)∫dq Re σ_T.

For k_BT ≪ |μ|, let k now denote |μ|/(ħv). Comparing the contribution at each q with the elastic integral gives, for ω0/v ≪ q < 2k,

σ_T = (C/q)(1+q²/4k²),  C = ge²k²/(8πħ).

This form shows how the ideal cutoff is replaced.

**Finite mean free path**

Assume one relaxation time τ for all anisotropic parts of the electron distribution, and kvτ ≫ 1. Let z = 1/τ−iω0. For q ≪ k the linear Boltzmann equation, with u the cosine between velocity and q, gives

σ_T = (Cv/π)∫₋₁¹du (1−u²)/(z+iqvu).

Choose Q between |z|/v and k. Integrating over q first gives

(1/C)∫₀^Q dq σ_T = (2/π)∫₀¹du [(1−u²)/u] arctan(Qvu/z).

For large Qv/|z|, the part with 1/u tends to (π/2)ln(Qv/z), and the part with −u tends to −π/4. The real part of the whole expression is ln(Qv/|z|)−1/2. The remaining range, Q to 2k, contributes ln(2k/Q)+1/2. Their sum is

Λ_τ = ln[2kv/√(ω0²+τ⁻²)].

For ω0τ ≪ 1 this is ln(2kℓ), with ℓ = vτ, and the Larmor frequency drops out.

**Screening by the electrons themselves**

A fluctuating current induces an electric field iω0A, which drives another current. Neglecting displacement current and static diamagnetism,

(q²−iμ0ω0σ_T)A = μ0J,

where J is the spontaneous transverse current. The field noise is multiplied by q⁴/|q²−iμ0ω0σ_T|². In the clean range σ_T ≈ C/q, this factor is q⁶/(q⁶+q_s⁶), with

q_s = (μ0ω0C)^{1/3}.

The small-q part of the integral is

∫₀^Q dq q⁵/(q⁶+q_s⁶) = (1/6)ln(1+Q⁶/q_s⁶) → ln(Q/q_s).

Adding the range Q to 2k gives

Λ_s = ln(2k/q_s)+1/2.

This requires q_s ≫ ω0/v and q_s ≫ 1/ℓ. Since q_s varies as ω0^{1/3}, the coefficient of ln ω0 is one third of its ideal magnitude.

**Worked numbers**

Take two nodes, v = 3×10⁵ m/s, γ/2π = 10 MHz/T and ω0/2π = 50 MHz. These are model parameters. They give ħω0 = 0.2068 μeV and K = 2.888×10⁻⁶ s⁻¹ K⁻¹ eV⁻².

For μ = 50 meV,

Λ = ln[0.100/(0.2068×10⁻⁶)] = 13.09,

1/(T1T) = 2.888×10⁻⁶ × (0.050)² × 13.09 = 9.45×10⁻⁸ s⁻¹ K⁻¹.

Thus T1T = 1.06×10⁷ s K, and T1 at 10 K is about 12 days. This channel is slow for these parameters, so other relaxation mechanisms could hide it.

Adaptive quadrature of the energy integral before the low-frequency replacements, averaged over +ω0 and −ω0 because upward and downward nuclear rates both enter 1/T1, gives these rates at 10 K:

μ = 25 meV: 2.247×10⁻⁸ s⁻¹ K⁻¹
μ = 50 meV: 9.461×10⁻⁸ s⁻¹ K⁻¹
μ = 100 meV: 3.982×10⁻⁷ s⁻¹ K⁻¹

At 25 meV the leading formula gives 2.238×10⁻⁸ s⁻¹ K⁻¹, about 0.4% below the integral. The Sommerfeld term accounts for that difference to the digits shown.

At μ = 0 the same quadrature gives:

T = 50 K: 2.061×10⁻⁹ s⁻¹ K⁻¹
T = 100 K: 8.733×10⁻⁹ s⁻¹ K⁻¹
T = 200 K: 3.689×10⁻⁸ s⁻¹ K⁻¹

From 50 to 100 K the ratio is 4.24. The square supplies 4, and the bracket ln(2k_BT/ħω0)+c0 rises from 11.68 to 12.38, which supplies the remaining factor 1.06. A power-law fit over this range would therefore return an exponent slightly above 2. These nodal values are for the unscreened model. Thermal carriers screen as well: with k² in C replaced by its thermal average (π²/3)(k_BT/ħv)², q_s exceeds ω0/v by factors of 22 to 55 between 50 and 200 K. The screened rates are 22 to 27% lower, and the ratio from 50 to 100 K becomes 4.11. Electron–electron scattering, omitted here, can shorten the range further.

**Which cutoff to implement**

For μ = 50 meV, k = 0.2532 nm⁻¹ and C = 1.242×10¹² S/m². The three treatments give:

Ideal: v/ω0 = 955 μm; logarithm 13.09; rate 9.45×10⁻⁸ s⁻¹ K⁻¹
Clean and screened: 1/q_s = 12.7 μm; logarithm 9.27; rate 6.69×10⁻⁸ s⁻¹ K⁻¹
Chosen path ℓ = 1 μm: logarithm 6.23; rate 4.50×10⁻⁸ s⁻¹ K⁻¹

Screening lowers the ideal rate by 29%, and the finite path lowers it by 52%. Λ_s is asymptotic in q_s v/ω0, here 75; integrating the full Boltzmann conductivity gives 9.26 instead of 9.27. With this path the skin depth is 98 μm. Screening then acts where σ_T/C already has its constant small-q value 4ℓ/(3π). For constant σ_T and skin depth δ the screening factor is q⁴/(q⁴+4/δ⁴), which removes an effective range π/(2δ) of q. The logarithm is therefore lowered by 2ℓ/(3δ), about 0.007.

A static field raises a stronger objection. With this γ, 50 MHz corresponds to 5 T, where the cyclotron radius ħk/(eB) is 33 nm. Orbits bend long before an electron travels 1 μm, so none of the three values is a prediction for that field. Straight paths out to v/ω0 would require the cyclotron frequency to be much smaller than ω0. Their ratio is ev/(ħkγ) ≈ 2.9×10⁴ whatever the field, so lowering the resonance field does not help. At 5 T the first Landau level lies at v√(2ħeB) = 24 meV, comparable with μ = 25 meV and larger than k_BT in the μ = 0 table, so those rates are not predictions for that field either.

Zero-field quadrupole resonance removes this objection if residual and internal fields are small: for μ = 50 meV the cyclotron radius equals v/ω0 at 175 μT and 1/q_s at 13 mT. There ω0 is the quadrupole transition frequency, and the level rates W must be used in place of the equally spaced result. For I = 3/2 in an axial field gradient, W between |m| = 1/2 and 3/2 is 3γ²S/2 each way, so their population difference decays at 3γ²S.

An implementation should first compare ω0/v, q_s, 1/ℓ, the inverse cyclotron radius and the inverse size 1/R of the sample or grain. The ideal logarithm applies if ω0/v is much the largest. If 1/ℓ is, use Λ_τ; if q_s is, use Λ_s. If the inverse cyclotron radius is comparable with or larger than the others, the conductivity must be recomputed in the magnetic field. If 1/R is the largest, the logarithm is of order ln(kR): cutting the field at R = 10 μm gives 8.41 for μ = 50 meV, below the screened value. For the parameters above, ω0/v exceeds q_s only for |μ| below about 0.08 meV and T below about 0.5 K. When two of ω0/v, q_s and 1/ℓ are comparable, integrate the screened conductivity on a grid uniform in ln q.
